\section*{Angle-dependent or constant surface specularity in thin-film conductivity}

\section{Definitions and conventions}

The setting discussed here is the surface-scattering choice in a film-conductivity calculation. The user supplies either one number $p$, the Fuchs specularity, or an rms roughness $h$, from which the specularity follows for each angle of incidence.

The film occupies $0<z<d$ and has two statistically equal surfaces. The electric field $\mathcal E$ is weak, static, uniform and along $x$, in the film plane. The Fermi surface is a sphere of wavenumber $k=2\pi/\lambda_F$. Bulk scattering has a relaxation time $\tau$, a mean free path $\ell$ and a bulk conductivity $\sigma_0$. We use
\begin{equation}
\kappa=\frac d\ell,\qquad u=|\cos\theta|,\qquad E=e^{-\kappa/u},
\end{equation}
where $\theta$ is measured from the surface normal. Grazing electrons have small $u$, and $E$ is the probability of crossing the film without bulk scattering.

A wave reflected where the surface height is $\eta$ acquires the extra phase $2ku\eta$. For Gaussian heights of rms value $h$, the mean amplitude is $\langle e^{2iku\eta}\rangle=e^{-2k^2u^2h^2}$. Its square is the probability of specular reflection, Soffer's law for uncorrelated roughness:
\begin{equation}
p(u)=e^{-au^2},\qquad a=(2kh)^2=\left(\frac{4\pi h}{\lambda_F}\right)^2 .
\label{soffer}
\end{equation}
``Uncorrelated'' means here that a diffusely scattered electron forgets its azimuth. The phase argument itself needs locally mirror-like reflection, and hence a surface smooth on the scale of $\lambda_F$. The conflict between these two demands is examined below.

\section{From the surface law to the conductivity}

Let $f_0(\varepsilon)$ be the equilibrium distribution and $f_0'$ its energy derivative. For charge $-e$, the linearized Boltzmann equation for the deviation $f_1$ is
\begin{equation}
v_z\frac{\partial f_1}{\partial z}-e\mathcal E v_xf_0'=-\frac{f_1}{\tau}.
\end{equation}
Write $f_1=e\mathcal E\tau v_xf_0'\,g$, so that $g=1$ in the bulk. With $\zeta=z/\ell$ and $v_z\tau=\pm u\ell$, electrons moving up ($+$) and down ($-$) obey
\begin{equation}
\pm u\frac{dg_\pm}{d\zeta}+g_\pm=1.
\end{equation}

At a wall, the incoming $f_1$ varies as the cosine of the azimuth. Its azimuthal integral vanishes, so diffuse emission without azimuthal memory returns no drift. The boundary conditions are therefore $g_+(0)=p\,g_-(0)$ and $g_-(\kappa)=p\,g_+(\kappa)$.

Diffuse emission must also preserve equilibrium. The equilibrium flux onto the wall is proportional to $u\,du$, and specular reflection returns $u\,p(u)\,du$. Diffuse emission must supply the difference, $u[1-p(u)]\,du$. A cosine law, proportional to $u\,du$, does this only if $p$ is constant.

The two walls are equal, so the solution is symmetric:
\begin{equation}
g_+=1-Ae^{-\zeta/u},\qquad g_-=1-Ae^{-(\kappa-\zeta)/u}.
\end{equation}
At $\zeta=0$ the boundary condition reads $1-A=p(1-AE)$, which gives $A=(1-p)/(1-pE)$. Since
$\kappa^{-1}\int_0^\kappa e^{-\zeta/u}d\zeta=(u/\kappa)(1-E)$, the thickness average of $g$ is
\begin{equation}
B(u)=1-\frac u\kappa F,\qquad F=\frac{(1-p)(1-E)}{1-pE}.
\label{B}
\end{equation}
The current weights each direction by $3v_x^2/v^2$, whose azimuthal average is $\tfrac32(1-u^2)$. Hence
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-u^2)B(u)\,du
=1-\frac{3}{2\kappa}\int_0^1(u-u^3)F\,du,
\label{sigma}
\end{equation}
where the second form uses $\tfrac32\int_0^1(1-u^2)du=1$. A constant $p$ gives the Fuchs--Sondheimer result.

\section{Evaluating the integral}

The integrand changes rapidly near $u\sim\kappa$, where $E$ rises from nearly zero. A uniform grid wastes points in thin films. The following scheme resolves this scale.
\begin{enumerate}
\item Set $u_0=\min(\kappa/40,1/16)$ and use $[0,u_0]$ as the first panel. There $\kappa/u\ge40$, so $E\le e^{-40}$.
\item Divide $[u_0,1]$ into panels whose end points grow geometrically by a factor of at most two.
\item In each panel $[b,c]$, map the Gauss--Legendre nodes $x_i$ to $u_i=b+(c-b)(1+x_i)/2$ and multiply their weights by $(c-b)/2$.
\item Sum $\tfrac32(1-u_i^2)B(u_i)$ with these weights.
\item Increase the number of nodes until the result is stable.
\end{enumerate}
To avoid subtracting nearly equal numbers within $F$, form $1-p$, $1-E$ and $1-pE$ as $-\mathrm{expm1}(-y)$, where $\mathrm{expm1}(y)=e^y-1$ is evaluated accurately near zero. The three values of $y$ are $au^2$, $\kappa/u$ and their sum.

For $\kappa=0.25$ and $a=7.40$ there are nine panels. Four nodes in each, 36 evaluations in all, give an absolute error of $7\times10^{-9}$ in $\sigma/\sigma_0$, relative to a 30-digit integration. Angle dependence is therefore cheap.

\section{The best-founded constant and its error}

Define the average $\langle X\rangle=4\int_0^1(u-u^3)X\,du$, normalized so that $\langle1\rangle=1$. Equation (\ref{sigma}) becomes
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3}{8\kappa}\langle F\rangle.
\label{avg}
\end{equation}
In a thick film $E\to0$ and $F\to1-p$, so only $\langle p\rangle$ matters. With $t=u^2$,
\begin{align}
p_\infty=\langle p\rangle&=2\int_0^1(1-t)e^{-at}dt\nonumber\\
&=2\left[\frac{1-e^{-a}}a-\frac{1-(1+a)e^{-a}}{a^2}\right]
=\frac{2(a-1+e^{-a})}{a^2}.
\label{pinf}
\end{align}
For smooth surfaces $p_\infty\simeq1-a/3$. For $a\gg1$ it falls as $2/a$, although $p(u)$ still tends to one at grazing incidence.

\subsection{The sign of the error}

At fixed $E$,
\begin{equation}
\frac{\partial F}{\partial p}=-\left(\frac{1-E}{1-pE}\right)^2,\qquad
\frac{\partial^2F}{\partial p^2}=-\frac{2E(1-E)^2}{(1-pE)^3}\le0 .
\end{equation}
Thus $F$ is concave in $p$ and lies below its tangent at $p_\infty$. With $S=(1-E)/(1-p_\infty E)$, averaging the tangent inequality gives
\begin{equation}
\langle F_{\rm Soffer}\rangle-\langle F_{p_\infty}\rangle
\le-\langle S^2(p-p_\infty)\rangle .
\end{equation}
As $u$ increases, $E$ increases. Because $dS/dE=-(1-p_\infty)/(1-p_\infty E)^2<0$, $S^2$ decreases, and so does $p(u)$. For two independent angles $u,u'$ drawn with the same weight,
\begin{equation}
\langle S^2(p-p_\infty)\rangle=\tfrac12\big\langle
[S^2(u)-S^2(u')][p(u)-p(u')]\big\rangle\ge0,
\end{equation}
since both brackets have the same sign. Soffer's law therefore has the smaller surface loss: within this model, $p_\infty$ never overestimates the conductivity.

\subsection{The size of the error}

The identity $(1-pE)-(1-p)E=1-E$ allows us to write
\begin{equation}
F=(1-p)-R,\qquad R=\frac{(1-p)^2E}{1-pE}.
\end{equation}
The averages of $1-p$ agree for the two choices, so the difference comes from $R$. It is at most $3\langle R_{\rm Soffer}\rangle/(8\kappa)$, because $R_{p_\infty}\ge0$. Moreover $1-pE\ge1-p$ and $E\le e^{-\kappa}$, so $R\le(1-p)e^{-\kappa}$. Therefore
\begin{equation}
0\le\frac{\sigma_{\rm Soffer}-\sigma_{p_\infty}}{\sigma_0}
\le\frac{3(1-p_\infty)}{8\kappa}e^{-\kappa}.
\label{bound}
\end{equation}
The factor $e^{-\kappa}$ has a simple meaning. The two descriptions differ through electrons that carry a memory of one wall to the other, and bulk scattering erases it in thick films. The bound is loose: on a grid of 270 cases with $0.1\le a\le300$ and $0.003\le\kappa\le12$, the difference reached at most 0.19 of it.

\section{Why one constant cannot serve every thickness}

Let $\kappa\to0$ at fixed $a>0$. At grazing incidence $1-p\simeq au^2$. For $\kappa/u\ll1$ we also have $1-E\simeq\kappa/u$ and $1-pE\simeq au^2+\kappa/u$. Then
\begin{equation}
B\simeq1-\frac{au^2}{au^2+\kappa/u}=\frac{\kappa}{\kappa+au^3}.
\end{equation}
The dominant angles are near $u_*=(\kappa/a)^{1/3}$. Setting $u=u_*s$ and extending the upper limit to infinity gives
\begin{equation}
\frac{\sigma_{\rm Soffer}}{\sigma_0}\simeq
\frac32u_*\int_0^\infty\frac{ds}{1+s^3}
=\frac{\pi}{\sqrt3}\left(\frac\kappa a\right)^{1/3},
\label{thin}
\end{equation}
because the integral equals $\pi/[3\sin(\pi/3)]=2\pi/(3\sqrt3)$. The approximations require $u_*\ll1$, $\kappa/u_*\ll1$ and $au_*^2\ll1$. The last two are the same condition, $a^{1/3}\kappa^{2/3}\ll1$.

For a constant $p<1$, put $x=\kappa/u$ and keep one more order:
\begin{align}
\frac Fx&\simeq\left(1-\frac x2\right)\left(1-\frac{px}{1-p}\right)
\simeq1-\frac{1+p}{2(1-p)}x,\\
B&\simeq\frac{1+p}{2(1-p)}\frac\kappa u .
\end{align}
This form holds down to $u$ of order $\kappa$, and smaller angles contribute only order $\kappa$. The integral of $1/u$ supplies a logarithm:
\begin{equation}
\frac{\sigma_p}{\sigma_0}\simeq\frac34\,\frac{1+p}{1-p}\,\kappa\ln\frac1\kappa .
\end{equation}
The ratio $\sigma_p/\sigma_{\rm Soffer}$ thus vanishes as $\kappa^{2/3}\ln(1/\kappa)$, and the relative error of any fixed $p<1$ tends to $-100\%$. Soffer's surface keeps its grazing electrons through many reflections, whereas a constant $p$ removes the same fraction of them at each one.

At any single thickness a matching constant $p^*(d)$ does exist. It is unique, because $\partial F/\partial p<0$ makes $\sigma$ rise continuously with $p$, from below Soffer's value at $p=0$ to $\sigma_0$ at $p=1$. By (\ref{bound}), $p^*\ge p_\infty$. It is a property of the film as well as of its surface.

\section{A copper-like film}

Take rough typical values for copper at 300 K: electron density $8.5\times10^{28}\ \mathrm{m^{-3}}$ and $\ell=40$ nm. The free-electron sphere has $\lambda_F=0.462$ nm, and the bulk resistivity is $1.64\ \mu\Omega\,$cm. For $h=0.10$ nm,
\begin{equation}
a=\left(\frac{4\pi\times0.10}{0.4619}\right)^2=7.40,\qquad
p_\infty=\frac{2(7.40-1+0.0006)}{7.40^2}=0.234 .
\end{equation}
The average hides a wide spread: $p=0.93$ at $u=0.1$, but $0.16$ at $u=0.5$.

The table holds $h$ and $\ell$ fixed. Errors are $\sigma_p/\sigma_{\rm Soffer}-1$; the last column uses $p=0.2845$, fitted at 40 nm.

\begin{center}
\begin{tabular}{rccccc}
$d$ (nm) & Soffer $\sigma/\sigma_0$ & $p_\infty$: $\sigma/\sigma_0$ & error & $p^*$ & 40 nm fit\\
5 & 0.438 & 0.309 & $-29.3\%$ & 0.534 & $-25.3\%$\\
10 & 0.537 & 0.448 & $-16.6\%$ & 0.439 & $-12.9\%$\\
20 & 0.649 & 0.603 & $-7.1\%$ & 0.352 & $-4.1\%$\\
40 & 0.764 & 0.749 & $-1.9\%$ & 0.284 & $0$\\
100 & 0.888 & 0.887 & $-0.1\%$ & 0.240 & $+0.7\%$
\end{tabular}
\end{center}

At 10 nm the film resistivity with Soffer's law is $1.644/0.5371=3.06\ \mu\Omega\,$cm. A simulation of $10^6$ electron paths between the walls, with explicit diffuse emission, gave $\sigma/\sigma_0=0.5373\pm0.0010$. This agrees with the quadrature and excludes the $p_\infty$ value. The mean of $|\cos\theta|$ stayed at its equilibrium value $1/2$, within $0.0003$. Replacing the balanced emission by a cosine law moved it to $0.446$.

Choosing the constant to minimize the largest relative error over 25 logarithmically spaced thicknesses from 5 to 100 nm gives $p=0.468$, with a largest error of $7.9\%$. This is the best one constant can do on that set, and it needs the Soffer result to find it.

The error of $p_\infty$ is not monotonic in roughness. At 10 nm its magnitude is $11.4\%$, $16.6\%$, $11.0\%$ and $6.8\%$ for $h=0.05$, $0.10$, $0.20$ and $0.30$ nm. At fixed $\kappa>0$ it must vanish at both ends: as $a\to0$ every angle becomes specular, and as $a\to\infty$ every angle except a vanishing grazing range becomes diffuse. A constant describes both limits.

\section{What the roughness model leaves out}

\subsection{Lateral correlation}

First-order wave scattering shows where (\ref{soffer}) fails. At a hard wall displaced by $\eta(\mathbf R)$, the incident and reflected waves $e^{-ik_zz}-e^{ik_zz}$ leave a mismatch that the scattered wave must cancel. Its amplitude at $z=0$ is $2ik_z\eta$ times the incident in-plane wave. Dividing outgoing by incoming flux gives the specular loss
\begin{equation}
\Gamma=4h^2k_z\int_{q'<k}\frac{d^2q'}{(2\pi)^2}\,k_z'\,W(\mathbf q-\mathbf q'),
\end{equation}
where $\mathbf q,\mathbf q'$ are in-plane wavevectors and the roughness spectrum $W$ integrates to one with measure $d^2q/(2\pi)^2$. For long correlation $W$ is narrow, with a width of order $1/\xi$ for correlation length $\xi$. This changes $k_z'^2$ by at most about $2k/\xi$, so if $k\xi u^2\gg1$ then $k_z'\simeq k_z=ku$ and $\Gamma=4h^2k^2u^2=au^2$, in agreement with Soffer. For Gaussian correlation of short length $\xi$, $W\simeq\pi\xi^2$. The remaining integral is $(2\pi)^{-1}\int_0^kk_z'^2dk_z'=k^3/(6\pi)$, so
\begin{equation}
\Gamma\simeq\frac a6(k\xi)^2u .
\end{equation}
Truly short correlation therefore gives a loss linear in $u$ at every angle, and the cube-root law (\ref{thin}) does not apply to it. For any finite $\xi$ the loss also becomes linear at sufficiently grazing incidence, because the integral in $\Gamma$ tends to a nonzero constant as $u\to0$. The cube-root law thus needs $k\xi u_*^2\gg1$ as well, and on a surface with finite $\xi$ it fails in the strict limit $\kappa\to0$.

To size the effect, set $p=e^{-\Gamma}$ at 10 nm with $h$ fixed. For $k\xi=1$, $\sigma/\sigma_0$ becomes $0.68$ instead of $0.54$; for $\xi=2$ nm it is $0.544$. The exponential extends a first-order result, and the estimate still assumes that diffuse electrons lose their azimuth. That assumption fails once $k\xi\gg1$, because $W$ then allows in-plane deflections of order $1/\xi\ll k$ only, and the drift survives a diffuse event. To keep it, take the reflection operator as the exponential of first-order in-scattering minus out-scattering, acting on the $\cos$(azimuth) part of $f_1$; its specular part is still $e^{-\Gamma}$. This gives $\sigma/\sigma_0=0.69$ for $k\xi=1$, $0.61$ for $\xi=0.2$ nm, $0.76$ for $0.5$ nm and $0.97$ for $2$ nm. The agreement of $0.544$ with Soffer's $0.54$ therefore concerns the specular fraction only, not the conductivity. These figures are sensitivities, not corrections.

\subsection{The real film}

A roughness of $0.1$ nm is less than one atomic step of copper, roughly $0.2$ nm, and so describes a very smooth surface. Real interconnect films also contain grain boundaries. The Mayadas--Shatzkes model, with a rough reflection probability of $0.25$ and grains as wide as the 10 nm film is thick, gives $\sigma/\sigma_0=0.35$ from the boundaries alone. That is a stronger reduction than the surface result, $0.54$. Without grains, even fully diffuse surfaces ($p=0$) give $0.37$, so no specularity can stand in for these boundaries. Where grain scattering is weaker, a specularity fitted without it comes out too low.

Other effects at 10 nm are smaller. Replacing the angular integral by its 43 subbands, with $k$ held at the bulk value, lowers the conductivity by about $3\%$. Part of this is a $1.7\%$ loss of carriers; at fixed electron density the reduction is about $2\%$. A 20\% shorter mean free path, a crude stand-in for Fermi-surface anisotropy, lowers it by $15\%$. Thermal smearing is slight, since $k_BT/E_F\simeq0.004$. The static formula suffices at 10 GHz, where $\omega\tau=0.0016$ and the bulk skin depth is about 645 nm.

The cube-root regime is out of reach for this metal at 300 K. At 10 nm, $a^{1/3}\kappa^{2/3}=0.77$. Reducing it to $0.1$ would need $\kappa=(10^{-3}/7.40)^{1/2}=0.012$, or $d\simeq0.5$ nm, about one Fermi wavelength, where the semiclassical description has failed. A pure single-crystal film at low temperature meets this condition, at least within the model. With $\ell=4\ \mu$m and the same $h$, a 20 nm film has $a^{1/3}\kappa^{2/3}=0.06$, and (\ref{thin}) agrees with the full semiclassical integral to about $1.3\%$. Only seven subbands lie below $u_*=0.088$, however, and summing over subbands lowers the conductivity by about $5\%$. The roughness must also have a long enough correlation length for Soffer's law to hold at $u_*$: here $k\xi u_*^2=1$ at $\xi\simeq9.5$ nm, and the estimate $p=e^{-\Gamma}$ with $\xi=2$ nm gives a conductivity $11\%$ below Soffer's if the azimuth is lost. At such correlation lengths it is not lost: keeping the drift as above gives $\sigma/\sigma_0=0.46$ at $\xi=2$ nm and $0.94$ at $9.5$ nm, against Soffer's $0.157$. The cube-root law is thus a property of the model, not a prediction for such a surface.

\section{Choosing the setting}

\begin{itemize}
\item If $h$ is known, the angle-dependent law gives the specular fraction where $k\xi u^2\gg1$. In that same regime diffuse electrons keep most of their drift, and the law overestimates the surface resistance: in the example $\sigma/\sigma_0$ is $0.54$ against about $0.97$ for $\xi=2$ nm. Treat the law as a phenomenological one and $h$ as an effective parameter, unless some other mechanism randomizes the azimuth.
\item If only a constant can be entered, compute $p_\infty$ from (\ref{pinf}) and then the bound (\ref{bound}). In the example at 100 nm, $\kappa=2.5$ and the bound is just below $0.01$ in $\sigma/\sigma_0$, so the constant is safe to that accuracy within the model.
\item If the bound is too large, match $p^*$ at the thickness of interest. Do not carry it to thinner films: the 40 nm fit is wrong by $-25\%$ at 5 nm.
\item To extract $h$ from a constant fitted with grain scattering treated separately, equate the surface-limited conductivities at the fitted thickness and solve for $a$. Setting the fitted $p^*$ equal to $p_\infty(a)$ underestimates the roughness, because $p^*\ge p_\infty$ and $p_\infty$ falls as $a$ grows.
\end{itemize}

The numerical output below gives most of the values behind these comparisons.

\section*{Computed results}
\begin{verbatim}
Fermi wavelength 0.4619 nm; k_F 13.602 1/nm
mean free path 40 nm; roughness 0.10 nm
electron density 8.50e+28 1/m^3
roughness parameter a 7.4009; p_inf 0.2337 (no unit)
bulk resistivity 1.644 uOhm cm
p(u) at u=0.1, 0.3, 0.5, 1: 0.9287, 0.5137, 0.1572, 0.0006
Checks at d = 10 nm, kappa = 0.250:
transport-equation solver, largest deviation in B 8.4e-10
quadrature error, 2 nodes per panel: 2.5e-04
quadrature error, 4 nodes per panel: 7.2e-09
quadrature error, 8 nodes per panel: 4.3e-13
quadrature error, 24 nodes per panel: 1.1e-16
sigma/sigma0: quadrature 0.53713, trajectories 0.53725 +- 0.00097
mean |cos|, balanced emission 0.50004 +- 0.00029
mean |cos|, cosine emission 0.44577 +- 0.00045
largest error/bound in the scan 0.193
thin film, kappa=1e-9: Soffer/cube-root law 0.999998
constant-p log slope 1.20757, formula 1.20757
p fitted at 40 nm: 0.2845
d/nm | Soffer s/s0 | p_inf s/s0 | error % | p* | 40-nm-fit error % | rho uOhm cm
    5 | 0.4377 | 0.3094 | -29.32 | 0.5340 | -25.30 | 3.755
   10 | 0.5371 | 0.4478 | -16.63 | 0.4395 | -12.88 | 3.060
   20 | 0.6492 | 0.6031 | -7.10 | 0.3524 | -4.14 | 2.532
   40 | 0.7639 | 0.7491 | -1.93 | 0.2845 | +0.00 | 2.152
  100 | 0.8875 | 0.8866 | -0.10 | 0.2400 | +0.73 | 1.852
best constant for 5-100 nm 0.4676, largest error 7.86 %
Roughness scan at 10 nm: h/nm | a | p_inf | Soffer s/s0 | error %
0.05 | 1.850 | 0.5886 | 0.6975 | -11.38
0.10 | 7.401 | 0.2337 | 0.5371 | -16.63
0.20 | 29.604 | 0.0653 | 0.4357 | -10.98
0.30 | 66.608 | 0.0296 | 0.4037 | -6.77
Neglected effects at 10 nm:
grain boundaries alone (R=0.25, grain=d): s/s0 0.3538
subbands 43, smallest u 0.0231, sum changes sigma by -3.22 %
wave loss, correlation 0.0735 nm (k_F xi=1.00): s/s0 0.6782
wave loss, correlation 2.0000 nm (k_F xi=27.20): s/s0 0.5436
20 % shorter free path changes film sigma by -14.79 %
kT/E_F at 300 K: 0.00367
relaxation time 25.40 fs; at 10 GHz omega*tau 0.00160, bulk skin depth 645 nm
thin-law parameter a^(1/3) kappa^(2/3) 0.773 (must be << 1)
\end{verbatim}
